# Neutral wavelength of a ripple on a stressed elastic half-space

A crystal is held under a uniform stress parallel to its free surface, and atoms can move from one part of that surface to another. If the surface develops a shallow ripple, its area grows, which costs surface energy. The crests can also contract or expand more freely than the material below them, which releases elastic energy. At which wavelength do these two changes balance?

## 1. Setting and a first estimate

Let the solid fill $z<h(x)$, with

$$h(x)=a\cos kx,\qquad k=\frac{2\pi}{\lambda},\qquad ak\ll1 .$$

The ripple is uniform along $y$. Its mean height is zero, so material is moved and none is added. The solid is isotropic and linearly elastic, with Young modulus $E$ and Poisson ratio $\nu$, and it is much deeper than the wavelength. Before rippling it carries the uniform stress $\sigma_{xx}=\sigma$, positive in tension, with $|\sigma|\ll E$. The mean in-plane strain is held fixed, so the grips do no work while the surface changes shape.

The surface energy per area, $\gamma$, is a constant, independent of orientation, and multiplies the geometric area of the ripple. Elastic stretching of the surface is taken to cost no surface energy. This neglects surface stress, which would let a curved surface pull on the bulk. Section 7 estimates its size.

A scaling argument shows what to expect. A ripple changes the stress by a fraction of order $ak$ down to a depth of order $1/k$. The energy released per area is then of order $(\sigma^2/E)(ak)^2/k$, while the added surface energy is of order $\gamma(ak)^2$. They balance when $k\sim\sigma^2/(E\gamma)$. The numerical factor and the role of $\nu$ require the actual fields.

## 2. Simplest case: no stress

With $\sigma=0$ only the area changes. Per projected area, with angle brackets denoting an average over one wavelength,

$$\Delta F_{\rm s}=\gamma\left\langle\sqrt{1+h'^2}-1\right\rangle .$$

Since $h'=-ak\sin kx$ is small, $\sqrt{1+h'^2}-1\simeq h'^2/2$. The average of $\sin^2kx$ is $1/2$, so

$$\Delta F_{\rm s}=\frac{\gamma}{2}\,a^2k^2\cdot\frac12=\frac{\gamma a^2k^2}{4}. \tag{1}$$

This is positive for every $k\neq0$: an unstressed surface prefers to be flat. As $k\to0$ at fixed $a$ the cost vanishes, because the slopes vanish. An elastic gain that falls more slowly than $k^2$ would therefore exceed the cost at sufficiently long wavelengths.

## 3. The stress under the ripple

**Boundary condition.** The outward normal is proportional to $(-h',1)$. Write the stress as the uniform part plus a correction $\delta\sigma_{ij}$ of first order in $a$. A free surface carries no traction, so

$$-h'(\sigma+\delta\sigma_{xx})+\delta\sigma_{xz}=0,\qquad
-h'\delta\sigma_{xz}+\delta\sigma_{zz}=0 .$$

Products of $h'$ with a correction are of second order. Moving the evaluation point from $z=h$ to $z=0$ also changes the corrections only at second order. Hence, at $z=0$,

$$\delta\sigma_{xz}=\sigma h'=-\sigma ak\sin kx,\qquad \delta\sigma_{zz}=0. \tag{2}$$

**Interior equations.** Define an Airy function $\phi$ by

$$\delta\sigma_{xx}=\phi_{zz},\qquad \delta\sigma_{zz}=\phi_{xx},\qquad \delta\sigma_{xz}=-\phi_{xz}.$$

Force balance then holds identically; for example, $\partial_x\delta\sigma_{xx}+\partial_z\delta\sigma_{xz}=\phi_{xzz}-\phi_{xzz}=0$.

The strains must also derive from a displacement. Because nothing varies along $y$ and the mean strain is fixed, $\delta\varepsilon_{yy}=0$. Hooke's law for this component gives $\delta\sigma_{yy}=\nu(\delta\sigma_{xx}+\delta\sigma_{zz})$. Inserting this into the law for $\delta\varepsilon_{xx}$,

$$\delta\varepsilon_{xx}=\frac{\delta\sigma_{xx}-\nu(\delta\sigma_{yy}+\delta\sigma_{zz})}{E}
=\frac{1+\nu}{E}\left[(1-\nu)\delta\sigma_{xx}-\nu\,\delta\sigma_{zz}\right]. \tag{3}$$

The expression for $\delta\varepsilon_{zz}$ has $x$ and $z$ exchanged, and $\delta\varepsilon_{xz}=(1+\nu)\delta\sigma_{xz}/E$. The compatibility condition $\partial_z^2\delta\varepsilon_{xx}+\partial_x^2\delta\varepsilon_{zz}=2\partial_x\partial_z\delta\varepsilon_{xz}$ becomes

$$(1-\nu)(\phi_{zzzz}+\phi_{xxxx})-2\nu\phi_{xxzz}=-2\phi_{xxzz}.$$

Collecting terms gives $(1-\nu)(\phi_{xxxx}+2\phi_{xxzz}+\phi_{zzzz})=0$, so $\phi$ is biharmonic.

**Solution.** For $\phi=g(z)\cos kx$ the equation is $(d^2/dz^2-k^2)^2g=0$. Its solutions that decay as $z\to-\infty$ are $g=(A_0+Az)e^{kz}$. At the surface $\delta\sigma_{zz}=-k^2A_0\cos kx$ must vanish, so $A_0=0$. The shear stress is

$$\delta\sigma_{xz}=-\phi_{xz}=Ak(1+kz)e^{kz}\sin kx .$$

At $z=0$ this equals $Ak\sin kx$, and comparison with (2) gives $A=-\sigma a$. Two $z$-derivatives of $ze^{kz}$ give $(2k+k^2z)e^{kz}$, so

$$\delta\sigma_{xx}=-\sigma ak(2+kz)e^{kz}\cos kx,\qquad
\delta\sigma_{xx}\big|_{z=0}=-2\sigma ak\cos kx. \tag{4}$$

At the surface, the magnitude of $\sigma_{xx}$ is lowered at crests and raised in troughs, for tension and compression alike. In the flat limit $ak\to0$ the correction disappears. The decay length $1/k$ makes the depth condition concrete: the solid must be thick compared with $\lambda/2\pi$.

## 4. First elastic case: $\nu=0$, stress along $x$ only

Material is driven along the surface when the energy needed to add a little of it differs from place to place. Let the profile change by $\delta h(x)$, and continue the old displacement field smoothly into the added region. This trial field changes the elastic energy by $\int w\,\delta h\,dx$ per length in $y$, where $w$ is the elastic energy density at the surface. The true field on the new domain differs from the trial field by an amount of order $\delta h$. Because equilibrium minimizes the energy, that difference matters only at order $\delta h^2$.

The surface term is varied directly. After an integration by parts over a period,

$$\delta\!\int\!\gamma\sqrt{1+h'^2}\,dx=\int\gamma\frac{h'\,\delta h'}{\sqrt{1+h'^2}}\,dx=\int\gamma\kappa\,\delta h\,dx,\qquad
\kappa=-\frac{h''}{(1+h'^2)^{3/2}} .$$

Together,

$$\delta F=\int(w+\gamma\kappa)\,\delta h\,dx. \tag{5}$$

To first order, $\gamma\kappa=\gamma ak^2\cos kx$: adding material to a crest costs surface energy.

For $\nu=0$ and uniaxial stress, the surface density is $w=(\sigma+\delta\sigma_{xx})^2/(2E)$ up to second-order shear terms. Its first-order change is

$$\delta w=\frac{\sigma\,\delta\sigma_{xx}}{E}=-\frac{2\sigma^2ak}{E}\cos kx .$$

The driving force $\gamma\kappa+\delta w$ vanishes when $\gamma k^2=2\sigma^2k/E$. Apart from the trivial root $k=0$, this gives $k=2\sigma^2/(E\gamma)$, or $\lambda=\pi E\gamma/\sigma^2$. The scaling estimate has acquired its factor of 2.

## 5. General Poisson ratio and a stress along $y$

Now let $\nu$ be arbitrary and let the flat solid also carry a uniform $\sigma_{yy}$. For a linear material $w=\frac12\sigma_{ij}\varepsilon_{ij}$, and the symmetry of Hooke's law makes the two first-order terms equal. Therefore

$$\delta w=\sigma\,\delta\varepsilon_{xx}+\sigma_{yy}\,\delta\varepsilon_{yy}=\sigma\,\delta\varepsilon_{xx},$$

because the initial stress has no $z$ components and $\delta\varepsilon_{yy}=0$. The stress along the ridges does no work during a ripple that is uniform along them. It changes the energy density of the flat solid uniformly, but that constant multiplies $\int\delta h\,dx=0$.

With $\delta\sigma_{zz}=0$ at the surface, (3) gives $\delta\varepsilon_{xx}=(1-\nu^2)\delta\sigma_{xx}/E$. Using (4),

$$\delta w=-\frac{2(1-\nu^2)\sigma^2ak}{E}\cos kx. \tag{6}$$

Compared with Section 4, $E$ has been replaced by $E/(1-\nu^2)$. The material cannot change its length along $y$, so it responds more stiffly along $x$ and less energy is released. For $\nu=0$ the earlier result returns. For a nearly incompressible solid, $\nu\to1/2$, the factor $1-\nu^2$ tends to $3/4$.

**Energy of the whole ripple.** Increase the amplitude by $da$, so that $\delta h=\cos kx\,da$. The averages $\langle\cos kx\rangle=0$ and $\langle\cos^2kx\rangle=1/2$ turn (5) into

$$\frac{d\Delta F}{da}=\frac a2\left[\gamma k^2-\frac{2(1-\nu^2)\sigma^2k}{E}\right]. \tag{7}$$

Integration from zero to $a$ gives, per projected area,

$$\Delta F=a^2\left[\frac{\gamma k^2}{4}-\frac{(1-\nu^2)\sigma^2k}{2E}\right]. \tag{8}$$

The first term agrees with (1). The second can be checked by another route. Let $\mathbf u$ be the displacement added by the ripple. The elastic energy relative to the uniformly stressed state is a linear term $L=\int\sigma\,\partial_xu_x\,dx\,dz$ plus a positive quadratic term $Q$. Scaling $\mathbf u$ by a factor $s$ gives $sL+s^2Q$. This must be stationary at $s=1$, so $Q=-L/2$ and the minimum energy is $L/2$.

The divergence theorem, with $n_x\,ds=-h'dx$, turns $L$ per projected area into $-\sigma\langle h'u_x\rangle$. Integrating the surface strain gives $u_x=-2(1-\nu^2)\sigma a\sin kx/E$. Hence

$$\frac L2=-\frac\sigma2\left\langle(-ak\sin kx)\left(-\frac{2(1-\nu^2)\sigma a}{E}\sin kx\right)\right\rangle
=-\frac{(1-\nu^2)\sigma^2a^2k}{2E},$$

which is the elastic term in (8).

## 6. The neutral wavelength and what it separates

Setting the bracket in (8) to zero and dividing by $k\neq0$,

$$k_c=\frac{2(1-\nu^2)\sigma^2}{E\gamma},\qquad
\boxed{\lambda_c=\frac{2\pi}{k_c}=\frac{\pi E\gamma}{(1-\nu^2)\sigma^2}}. \tag{9}$$

In terms of $k_c$, the energy is $\Delta F=\gamma a^2k(k-k_c)/4$. Shorter ripples, $k>k_c$, cost energy; longer ones release it. Within this model the sign of $\sigma$ is irrelevant because it enters squared; the neglected surface stress would add a small term odd in $\sigma$. As $\sigma\to0$, $\lambda_c\to\infty$ and the stability found in Section 2 returns.

Within this model any nonzero stress destabilizes sufficiently long waves, since the elastic term falls as $k$ and the surface term as $k^2$. Equation (8) cannot be carried to unlimited wavelength. A real body has a finite depth $H$, and the elastic term changes once $kH$ is no longer large. For a layer bonded to a rigid base it falls as $k^2$ when $kH\ll1$, just as the surface term does, so the depth then decides which of the two is larger. Gravity adds a potential energy $\rho g\langle h^2\rangle/2=\rho ga^2/4$, with $\rho$ the density and $g$ the gravitational acceleration, and this does not vanish as $k\to0$. It matters only at very long wavelengths: for the solid of Section 8 with $\rho=5000$ kg/m³, it outweighs the elastic gain only beyond about 2.4 km.

**Case of prescribed strain.** Suppose the flat solid has equal in-plane strains $\varepsilon$ along $x$ and $y$. Then $\sigma=E\varepsilon/(1-\nu)$, and (9) becomes

$$\lambda_c=\frac{\pi E\gamma(1-\nu)^2}{(1-\nu)(1+\nu)E^2\varepsilon^2}
=\frac{\pi\gamma(1-\nu)}{E(1+\nu)\varepsilon^2}.$$

At fixed stress a stiffer solid has a longer neutral wavelength, because it stores less energy. At fixed strain it has a shorter one, because it stores more.

**Neutral is not fastest.** The driving force per volume is $\mu=\gamma k(k-k_c)a\cos kx$, apart from a constant. For surface diffusion with constant mobility $M>0$, $\partial_th=M\partial_x^2\mu$, so

$$\frac{1}{a}\frac{da}{dt}=M\gamma k^3(k_c-k).$$

For exchange with a vapour that conserves the mean height, $\partial_th=-B\mu$ with $B>0$, and the rate is $B\gamma k(k_c-k)$. Both rates change sign at $k_c$, so these two mechanisms share one neutral wavelength. Their maxima differ. Setting $3k^2k_c-4k^3=0$ gives $k=3k_c/4$ and $\lambda=4\lambda_c/3$ for diffusion; setting $k_c-2k=0$ gives $\lambda=2\lambda_c$ for exchange. Among ripples with ridges along $y$, the fastest is therefore coarser than $\lambda_c$. Random roughness contains other directions too. When $\sigma_{yy}$ lies between zero and $\sigma$, no direction has a shorter neutral wavelength, and the pattern is expected to be coarser than $\lambda_c$. Otherwise it need not be: ridges along $x$ obey (9) with $\sigma_{yy}$ in place of $\sigma$, so for $\sigma_{yy}=2\sigma$ they are neutral at $\lambda_c/4$ and grow fastest by diffusion at $\lambda_c/3$. Stresses of opposite sign can favour oblique ripples, which are not treated here.

## 7. How large is the neglected surface stress?

A surface stress of magnitude $f$ acting on curvature of amplitude $ak^2$ exerts a traction of amplitude $fak^2$. The traction that the bulk stress must relieve has amplitude $|\sigma|ak$, from (2). At the neutral point, with $f$ taken equal to $\gamma$ for scale,

$$\frac{fk_c}{|\sigma|}=\frac{\gamma k_c}{|\sigma|}=\frac{2(1-\nu^2)|\sigma|}{E}.$$

This is small under the condition $|\sigma|\ll E$ already assumed. It is an estimate of one effect, not a corrected theory, and the neglect becomes worse if $f\gg\gamma$ or if $k$ is much larger than $k_c$.

## 8. Numbers for a model solid

Take round parameters: $E=100$ GPa, $\nu=0.25$, $\gamma=1$ J/m² and $\sigma=1$ GPa. Since 1 GPa·nm = 1 J/m²,

$$k_c=\frac{2(0.9375)(1)^2}{(100)(1)}=0.01875\ {\rm nm^{-1}},\qquad
\lambda_c=\frac{2\pi}{0.01875}=335\ {\rm nm}=0.335\ {\rm \mu m}.$$

Half the stress gives 1340 nm and twice the stress gives 84 nm, as the inverse square requires. The traction ratio of Section 7 is 0.019.

For a ripple with $a=1$ nm, equation (8) gives these energies in µJ/m²:

| $\lambda$ (nm) | surface | elastic | total |
|---|---:|---:|---:|
| 200 | 246.7 | −147.3 | 99.5 |
| 335.1 | 87.9 | −87.9 | 0 |
| 600 | 27.4 | −49.1 | −21.7 |

Going from 200 to 600 nm divides the surface cost by nine but the elastic gain by three, which reverses the balance. At 600 nm the slope is $ak=0.0105$, so the surface stress changes by $2ak=2.1\%$ of $\sigma$: it is 0.979 GPa at a crest and 1.021 GPa in a trough. A stress variation this small suffices because the elastic gain and the surface cost are both of second order in the slope.

These results were tested by minimizing the elastic energy numerically in the rippled domain, without using the Airy field. The neutral wavelength was then located as the zero of the total energy at slope 0.01. For $\sigma=1$ GPa it lies at 335.12 nm, within 0.01% of (9). The energy was confirmed to be positive at 0.8 times this wavelength and negative at 1.25 times it. Further tests covered the stress at and below the surface, the elastic energy for $\nu=0$, 0.25 and 0.4, and the absence of any effect of $\sigma_{yy}$ on (6).

At finite amplitude both terms depart slightly from (8). The surface part can be followed by hand. The next term in the square root is $-h'^4/8$, whose average is $-3(ak)^4/64$. Relative to (1) this is $-3(ak)^2/16$. At 200 nm, where $ak=0.0314$, it lowers 246.74 to 246.69 µJ/m², as the direct arc length shows. The elastic term changes more, from −147.26 to −147.15 µJ/m², a relative loss of about $0.75(ak)^2$. The gain thus shrinks faster than the cost, which is why the root at slope 0.01 lies slightly above (9).

A steeper ripple shows where the linear theory loses accuracy. At $\lambda=600$ nm and $ak=0.20$, the amplitude is about 19.1 nm. Equation (8) predicts $d\Delta F/da=2\Delta F/a$. Since $\Delta F$ scales as $a^2$, this is $2(-21.67)(19.1)$ µJ/m² per nm, or $-0.83$ MPa. The full numerical energy gives $-0.74$ MPa, smaller in magnitude by about 11% of the linear prediction. The same value follows from (5) evaluated with the numerical surface fields, so the shape derivative still holds at this slope; what has failed is its first-order evaluation.

The agreement at small slope tests the mathematics of the model, not the model itself. The model assumes that the solid stays elastic. A crystal can relieve 1 GPa by dislocations: at the corresponding biaxial strain of 0.75% and a Burgers vector of 0.4 nm, the equilibrium critical thickness of a strained layer is of order 15 nm, less than $1/k_c=53$ nm. The numbers therefore describe a model solid, not a thick crystal in equilibrium. Here $|\sigma|/E=0.01$ and the traction ratio is 0.019, so corrections of a percent or more from nonlinear elasticity and surface stress may be expected in a real solid, and an orientation-dependent surface energy could change the result by more. The full set of values is in the numerical output.

## Calculated quantities

```
MODEL PARAMETERS
Young modulus E = 100.0 GPa
Poisson ratio nu = 0.25 (dimensionless)
surface energy gamma = 1.00 J/m^2
in-plane stress sigma = 1.00 GPa
NEUTRAL RIPPLE
1 - nu^2 = 0.9375 (dimensionless)
neutral wavenumber k_c = 0.01875 1/nm
neutral wavelength, formula = 335.10 nm
neutral wavelength, formula = 0.3351 micrometre
stress 0.5 GPa: wavelength formula 1340.41 nm, Ritz root 1340.49 nm
stress 1.0 GPa: wavelength formula 335.10 nm, Ritz root 335.12 nm
stress 2.0 GPa: wavelength formula 83.78 nm, Ritz root 83.78 nm
slope a*k used in root search = 0.010 (dimensionless)
surface-stress traction ratio for f=gamma at k_c = 0.01875 (dimensionless)
RIPPLE ENERGIES PER PROJECTED AREA
ripple amplitude a = 1.0 nm
wavelength 200.00 nm: a*k = 0.03142
  surface: formula 246.74, arc length 246.69 microJ/m^2
  elastic: formula -147.26, Ritz -147.15 microJ/m^2
  total: formula 99.48, direct 99.54 microJ/m^2
wavelength 335.10 nm: a*k = 0.01875
  surface: formula 87.89, arc length 87.88 microJ/m^2
  elastic: formula -87.89, Ritz -87.87 microJ/m^2
  total: formula 0.00, direct 0.02 microJ/m^2
wavelength 600.00 nm: a*k = 0.01047
  surface: formula 27.42, arc length 27.42 microJ/m^2
  elastic: formula -49.09, Ritz -49.08 microJ/m^2
  total: formula -21.67, direct -21.67 microJ/m^2
SURFACE STRESS_XX IN THE BULK SOLID, WAVELENGTH 600 nm
crest: first-order formula 0.97906 GPa, Ritz 0.97906 GPa
trough: first-order formula 1.02094 GPa, Ritz 1.02094 GPa
CHECKS OF THE LOCAL DRIVING FORCE
energy-density amplitude at a*k=0.01: formula -0.18750 MPa
  Ritz, stress_y=0: -0.18749 MPa; stress_y=sigma: -0.18749 MPa
dF/da at a*k=0.20: local formula -0.73761 MPa
  finite difference of total energy: -0.73761 MPa
```
